# Bands of e_g orbitals on a (111) perovskite bilayer: test program

```python
"""
Result under test: e_g orbitals on a (111) perovskite bilayer (honeycomb) with
sigma hopping t only have the bands  E = +-3t/2  and  E = +-(t/2)|f(k)|,
f = sum_j exp(i theta_j), theta_j = a k.e_j, e_j = cubic axes x, y, z.
a: cubic lattice constant; phi_j: e_g orbital pointing along axis j;
chi_j: e_g orbital orthogonal to phi_j; P_j: projector on phi_j.
Energies in eV, lengths in nm. Material parameters are rough typical values.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq

a = 0.38            # nm, rough, LaNiO3-like
t = 0.60            # eV, rough
t_delta = 0.05 * t  # delta hopping, rough
t_second = 0.10 * t # second-neighbour hopping, rough
field = 1.0         # MV/cm across the bilayer
gap_dp = 3.0        # eV, d level above oxygen p level, rough
soc = 0.08          # eV, 3d spin-orbit constant, rough
crystal_field = 2.0 # eV, e_g - t2g splitting, rough
hubbard = 3.0       # eV, screened repulsion in e_g orbitals, rough
temperature = 300.0 # K

# ---- orbital vectors from angular overlap integrals ----
u, wu = np.polynomial.legendre.leggauss(8)
az = 2 * np.pi * np.arange(16) / 16
U, AZ = np.meshgrid(u, az, indexing="ij")
W = np.outer(wu, np.full(16, 2 * np.pi / 16))
S = np.sqrt(1 - U**2)
xyz = np.array([S * np.cos(AZ), S * np.sin(AZ), U])


def normalized(values):
    return values / np.sqrt(np.sum(W * values**2))


basis = [normalized(3 * xyz[2]**2 - 1), normalized(xyz[0]**2 - xyz[1]**2)]
phi = np.array([[np.sum(W * b * normalized(3 * xyz[j]**2 - 1)) for b in basis]
                for j in range(3)])
r3 = np.sqrt(3)
assert np.allclose(phi, [[-0.5, r3 / 2], [-0.5, -r3 / 2], [1, 0]], atol=1e-12)
chi = np.column_stack([-phi[:, 1], phi[:, 0]])
P = np.einsum("ja,jb->jab", phi, phi)
one = np.eye(2)

# chi_j has no axially symmetric part about its own axis
norm_z = np.sqrt(5 / (16 * np.pi))
norm_x = np.sqrt(15 / (16 * np.pi))
for j in range(3):
    e1, e2, e3 = np.eye(3)[[(j + 1) % 3, (j + 2) % 3, j]]
    ring = (0.6 * (np.outer(np.cos(az), e1) + np.outer(np.sin(az), e2))
            + 0.8 * e3)
    eg = np.array([norm_z * (3 * ring[:, 2]**2 - 1),
                   norm_x * (ring[:, 0]**2 - ring[:, 1]**2)])
    assert abs(np.mean(chi[j] @ eg)) < 1e-12
    assert abs(np.mean(phi[j] @ eg)) > 0.1


# ---- Bloch matrix, with optional extra terms ----
def bloch(theta, td=0.0, t2=0.0, m=0.0):
    theta = np.asarray(theta, float)
    hop = t * P + td * (one - P)
    Q = -np.einsum("...j,jab->...ab", np.exp(1j * theta), hop)
    H = np.zeros(theta.shape[:-1] + (4, 4), complex)
    H[..., :2, 2:] = Q
    H[..., 2:, :2] = np.conj(np.swapaxes(Q, -1, -2))
    same = np.zeros(theta.shape[:-1] + (2, 2))
    for i, j in ((0, 1), (1, 2), (2, 0)):
        mat = np.outer(phi[i], phi[j]) + np.outer(phi[j], phi[i])
        c = 2 * np.cos(theta[..., i] - theta[..., j])
        same = same - t2 * c[..., None, None] * mat
    H[..., :2, :2] = same + m * one
    H[..., 2:, 2:] = same - m * one
    return H


def bands(theta, **extra):
    return np.linalg.eigvalsh(bloch(theta, **extra))


def f_abs(theta):
    return np.abs(np.exp(1j * np.asarray(theta)).sum(-1))


def formula(theta):
    d = t * f_abs(theta) / 2
    flat = np.full_like(d, 1.5 * t)
    return np.sort(np.stack([-flat, -d, d, flat], -1), axis=-1)


def phase_grid(n):
    g = 2 * np.pi * np.arange(n) / n
    t1, t2_ = np.meshgrid(g, g, indexing="ij")
    return np.stack([t1, t2_, 0 * t1], -1).reshape(-1, 3)


grid = phase_grid(60)
E_grid = bands(grid)
assert np.allclose(E_grid, formula(grid), atol=1e-10)
Q = bloch(grid)[:, :2, 2:]
assert np.allclose(np.sum(abs(Q)**2, axis=(1, 2)),
                   t**2 * (9 + f_abs(grid)**2) / 4)
assert np.allclose(abs(np.linalg.det(Q)), 0.75 * t**2 * f_abs(grid))
n_cross = int(np.sum(E_grid[:, 2] - E_grid[:, 1] < 1e-9))
n_touch = int(np.sum(E_grid[:, 1] - E_grid[:, 0] < 1e-9))
assert n_cross == 2 and n_touch == 1

# ---- real-space torus and hexagon states ----
L = 6
N = L * L


def site(layer, m, n):
    s = 2 * (2 * ((m % L) * L + n % L) + layer)
    return slice(s, s + 2)


H_real = np.zeros((4 * N, 4 * N))
for m in range(L):
    for n in range(L):
        A = site(0, m, n)
        for j, (dm, dn) in enumerate(((1, 0), (0, 1), (0, 0))):
            B = site(1, m + dm, n + dn)
            H_real[A, B] = -t * P[j]
            H_real[B, A] = -t * P[j]
E_real = np.linalg.eigvalsh(H_real)
assert np.allclose(E_real, np.sort(formula(phase_grid(L)).ravel()), atol=1e-10)
n_flat = int(np.sum(abs(E_real - 1.5 * t) < 1e-9))
assert n_flat == N + 1
assert np.sum(abs(E_real + 1.5 * t) < 1e-9) == N + 1

# hexagon sites: layer, cell shift, axis of the outward bond
hexagon = ((0, 0, 0, 0), (1, 0, 0, 1), (0, -1, 0, 2),
           (1, -1, 1, 0), (0, -1, 1, 1), (1, 0, 1, 2))
ranks = []
for sign in (1, -1):
    states = np.zeros((4 * N, N))
    for m in range(L):
        for n in range(L):
            for layer, dm, dn, j in hexagon:
                amp = sign if layer else 1
                states[site(layer, m + dm, n + dn), m * L + n] = amp * chi[j]
    assert np.allclose(H_real @ states, sign * 1.5 * t * states, atol=1e-12)
    ranks.append(int(np.linalg.matrix_rank(states)))
assert ranks == [N - 1, N - 1]

# ---- expansions at K and Gamma ----
theta_K = np.array([2 * np.pi / 3, -2 * np.pi / 3, 0.0])
theta_M = np.array([np.pi, 0.0, 0.0])
theta_G = np.zeros(3)
hv = np.sqrt(6) / 4 * t * a
curv = t * a**2 / 4
p1 = np.array([1, -1, 0]) / np.sqrt(2)
p2 = np.array([1, 1, -2]) / np.sqrt(6)
for ang in (0.0, 0.4, 1.3, 2.5):
    direction = np.cos(ang) * p1 + np.sin(ang) * p2
    q = 1e-4 / a
    assert np.isclose(bands(theta_K + a * q * direction)[2] / q, hv, rtol=1e-3)
    q = 1e-2 / a
    rise = bands(a * q * direction)[1] + 1.5 * t
    assert np.isclose(rise / q**2, curv, rtol=1e-3)
velocity = hv * 1e-9 * const.e / const.hbar
mass = const.hbar**2 / (2 * curv * const.e * 1e-18) / const.m_e

# ---- layer potential from a perpendicular field ----
spacing = a / np.sqrt(3)
drop = field * 0.1 * spacing    # 1 MV/cm = 0.1 V/nm
E_field = bands(grid, m=drop / 2)
root = np.sqrt(formula(grid)**2 + (drop / 2)**2)
root[:, :2] *= -1
assert np.allclose(E_field, root, atol=1e-10)
gap_field = np.min(E_field[:, 2] - E_field[:, 1])
assert np.isclose(gap_field, drop, atol=1e-10)

# ---- further hoppings ----
E_delta = bands(grid, td=t_delta)
E_second = bands(grid, t2=t_second)
width_delta = np.ptp(E_delta[:, 0])
width_second = np.ptp(E_second[:, [0, 3]], axis=0)
assert np.isclose(bands(theta_G, td=t_delta)[3], 1.5 * (t + t_delta))
assert np.isclose(bands(theta_K, td=t_delta)[3], 1.5 * (t - t_delta))
assert np.isclose(bands(theta_G, t2=t_second)[0], -1.5 * t + 3 * t_second)
assert np.isclose(bands(theta_K, t2=t_second)[0], -1.5 * t - 1.5 * t_second)
K_both = bands(theta_K, td=t_delta, t2=t_second)
assert abs(K_both[2] - K_both[1]) < 1e-10


# ---- explicit oxygen sigma orbitals: 4 d + 3 bridging + 6 outer p ----
def d_level(lam, V):
    return (-gap_dp + np.sqrt(gap_dp**2 + 4 * V**2 * (3 + lam))) / 2


V_pd = brentq(lambda V: d_level(1.5, V) - d_level(-1.5, V) - 3 * t, 0.1, 10)
sample = phase_grid(12)
top = []
for th in sample:
    H = np.zeros((13, 13), complex)
    for j in range(3):
        H[4 + j, 0:2] = V_pd * phi[j]
        H[4 + j, 2:4] = -V_pd * phi[j] * np.exp(1j * th[j])
        H[7 + j, 0:2] = V_pd * phi[j]
        H[10 + j, 2:4] = V_pd * phi[j]
    H = H + H.conj().T
    H[range(4, 13), range(4, 13)] = -gap_dp
    top.append(np.linalg.eigvalsh(H)[-4:])
top = np.array(top)
assert np.allclose(top, d_level(formula(sample) / t, V_pd), atol=1e-9)
flat_dp = np.ptp(top[:, [0, 3]], axis=0).max()
assert flat_dp < 1e-9
offset_dp = d_level(0.0, V_pd) - (top[0, 0] + top[0, 3]) / 2

# ---- filling and scales ----
area = np.linalg.norm(np.cross([a, 0, -a], [0, a, -a]))
density = 2 / area * 1e14
order = np.sort(np.repeat(E_grid.ravel(), 2))
fermi_eg1 = order[2 * len(grid) - 1]
assert np.isclose(fermi_eg1, -1.5 * t)
kT = const.k * temperature / const.e


def show(label, value, unit="", digits=4):
    print(f"{label}: {np.round(value, digits) + 0.0:.{digits}f} {unit}".rstrip())


def show_bands(label, theta):
    e = np.round(bands(theta), 4) + 0.0
    print(label + " bands (eV): " + "  ".join(f"{v:.4f}" for v in e))


show("lattice constant a", a, "nm", 2)
show("sigma hopping t", t, "eV", 2)
for j, name in enumerate("xyz"):
    print(f"phi_{name}: ({phi[j, 0] + 0.0:.4f}, {round(phi[j, 1], 10) + 0.0:.4f})")
show("flat band energy 3t/2", E_grid[:, 3].mean(), "eV")
print(f"flat band spread on grid below 1e-9 eV: {np.ptp(E_grid[:, 3]) < 1e-9}")
show_bands("Gamma", theta_G)
show_bands("M", theta_M)
show_bands("K", theta_K)
print(f"crossings in the zone: {n_cross}; touchings of lower pair: {n_touch}")
show("distance Gamma-K", 2 * np.pi * np.sqrt(2) / (3 * a), "1/nm", 3)
show("Dirac slope hbar*v", hv, "eV nm")
print(f"Dirac velocity: {velocity:.3e} m/s")
show("mass at Gamma", mass, "electron masses", 3)
print(f"torus cells: {N}; states at +3t/2: {n_flat}; hexagon rank: {ranks[0]}")
show("cell area", area, "nm^2")
show("Fermi level, one e_g electron per site", fermi_eg1, "eV")
print(f"added density to reach Dirac filling: {density:.2e} cm^-2")
show("field", field, "MV/cm", 1)
show("layer spacing", spacing, "nm")
show("gap at K from field", 1e3 * gap_field, "meV", 2)
show("delta hopping", t_delta, "eV", 3)
show("lowest band width from delta hopping", width_delta, "eV")
show("second-neighbour hopping", t_second, "eV", 3)
show("lowest band width from second neighbours", width_second[0], "eV")
show("highest band width from second neighbours", width_second[1], "eV")
show("K crossing energy with both hoppings", K_both[1], "eV")
show("d-p level distance", gap_dp, "eV", 2)
show("d-p coupling V giving flat separation 3t", V_pd, "eV", 3)
show("second-order estimate V^2/Delta", V_pd**2 / gap_dp, "eV", 3)
show("Dirac energy minus flat midpoint, d-p model", offset_dp, "eV")
show("spin-orbit constant", soc, "eV", 3)
show("e_g-t2g splitting", crystal_field, "eV", 2)
show("second-order spin-orbit scale", 1e3 * soc**2 / crystal_field, "meV", 2)
show("temperature", temperature, "K", 0)
show("thermal energy", 1e3 * kT, "meV", 2)
show("Coulomb repulsion U", hubbard, "eV", 2)
show("total bandwidth 3t", np.ptp(E_grid), "eV", 2)
show("U / bandwidth", hubbard / np.ptp(E_grid), "", 2)
print("verified")
```

Running it gives:

```
lattice constant a: 0.38 nm
sigma hopping t: 0.60 eV
phi_x: (-0.5000, 0.8660)
phi_y: (-0.5000, -0.8660)
phi_z: (1.0000, 0.0000)
flat band energy 3t/2: 0.9000 eV
flat band spread on grid below 1e-9 eV: True
Gamma bands (eV): -0.9000  -0.9000  0.9000  0.9000
M bands (eV): -0.9000  -0.3000  0.3000  0.9000
K bands (eV): -0.9000  0.0000  0.0000  0.9000
crossings in the zone: 2; touchings of lower pair: 1
distance Gamma-K: 7.795 1/nm
Dirac slope hbar*v: 0.1396 eV nm
Dirac velocity: 2.121e+05 m/s
mass at Gamma: 1.759 electron masses
torus cells: 36; states at +3t/2: 37; hexagon rank: 35
cell area: 0.2501 nm^2
Fermi level, one e_g electron per site: -0.9000 eV
added density to reach Dirac filling: 8.00e+14 cm^-2
field: 1.0 MV/cm
layer spacing: 0.2194 nm
gap at K from field: 21.94 meV
delta hopping: 0.030 eV
lowest band width from delta hopping: 0.0900 eV
second-neighbour hopping: 0.060 eV
lowest band width from second neighbours: 0.2700 eV
highest band width from second neighbours: 0.2700 eV
K crossing energy with both hoppings: -0.0900 eV
d-p level distance: 3.00 eV
d-p coupling V giving flat separation 3t: 2.181 eV
second-order estimate V^2/Delta: 1.585 eV
Dirac energy minus flat midpoint, d-p model: 0.1009 eV
spin-orbit constant: 0.080 eV
e_g-t2g splitting: 2.00 eV
second-order spin-orbit scale: 3.20 meV
temperature: 300 K
thermal energy: 25.85 meV
Coulomb repulsion U: 3.00 eV
total bandwidth 3t: 1.80 eV
U / bandwidth: 1.67
verified
```
